\section*{Slope Between Two Noisy Metrology Tools: Deming Regression and Attenuation Bias}

\section{Comparing two tools that both have noise}

\subsection{Model and conventions}

Two tools measure the same quantity, for example a film thickness, at $n$ sites. The true value at site $i$ is $\xi_i$. The readings are
\begin{equation}
x_i=\xi_i+\delta_i,\qquad y_i=\alpha+\beta\xi_i+\varepsilon_i ,
\label{eq:model}
\end{equation}
so that $\alpha$ is the offset and $\beta\neq0$ the slope of tool $y$ relative to tool $x$. The $\xi_i$ are fixed but unknown, with mean $\mu$ and variance
\begin{equation}
S=\frac1n\sum_i(\xi_i-\mu)^2>0 .
\end{equation}
The noises $\delta_i$ and $\varepsilon_i$ have zero mean, do not depend on $\xi_i$, and are independent of each other and between sites. Their variances are
\begin{equation}
\operatorname{Var}\delta_i=\sigma^2,\qquad \operatorname{Var}\varepsilon_i=\lambda\sigma^2 ,
\label{eq:noise}
\end{equation}
where the ratio $\lambda>0$ is known and $\sigma^2$ is not. For any two site-wise quantities $u$ and $v$,
\begin{equation}
s_{uv}=\frac1n\sum_i(u_i-\bar u)(v_i-\bar v)
\end{equation}
denotes the sample moment, with divisor $n$. We assume $s_{xy}\neq0$. Capital letters $A$ and $B$ are trial values of offset and slope; $a$ and $b$ are the resulting estimates. In large-sample limits, $\mu$ and $S$ are held fixed as $n$ grows.

\subsection{From the likelihood to a function of the slope}

Let the noise be Gaussian, and let $t_i$ be a trial value of $\xi_i$. The $2n$ readings have the log-likelihood
\begin{align}
\ln L&=-n\ln(2\pi\sigma^2)-\frac n2\ln\lambda-\frac{Q}{2\sigma^2},\label{eq:like}\\
Q&=\sum_i\left[(x_i-t_i)^2+\frac{(y_i-A-Bt_i)^2}{\lambda}\right].
\label{eq:Q}
\end{align}
At known $\lambda$, maximizing $L$ over $t_i$, $A$ and $B$ means minimizing $Q$, whatever the value of $\sigma^2$. Knowledge of $\lambda$ is essential here. If it were free, one could choose $t_i=(y_i-A)/B$, which makes every $y$ residual vanish, and then let $\lambda\to0$; the term $-(n/2)\ln\lambda$ would drive the likelihood to infinity.

We first eliminate the trial true values. Setting $\partial Q/\partial t_i=0$ and multiplying by $-\lambda/2$ gives
\begin{equation}
\lambda(x_i-t_i)+B(y_i-A-Bt_i)=0 ,
\end{equation}
hence
\begin{equation}
\hat\xi_i=\frac{\lambda x_i+B(y_i-A)}{\lambda+B^2}.
\label{eq:xihat}
\end{equation}
This is a weighted mean of two estimates of the true value, $x_i$ with weight $\lambda$ and $(y_i-A)/B$ with weight $B^2$. With the residual $r_i=y_i-A-Bx_i$, the two deviations become
\begin{align}
x_i-\hat\xi_i&=\frac{B^2x_i-B(y_i-A)}{\lambda+B^2}=-\frac{B\,r_i}{\lambda+B^2},\\
y_i-A-B\hat\xi_i&=r_i+B(x_i-\hat\xi_i)=\frac{\lambda\,r_i}{\lambda+B^2}.
\end{align}
Inserting them in \eqref{eq:Q} yields
\begin{equation}
Q=\sum_i\frac{(B^2+\lambda)\,r_i^2}{(\lambda+B^2)^2}
=\frac{1}{\lambda+B^2}\sum_i(y_i-A-Bx_i)^2 .
\label{eq:Qprof}
\end{equation}
The denominator distinguishes this sum from that of ordinary regression. At the true parameters $r_i=\varepsilon_i-\beta\delta_i$ has variance $\sigma^2(\lambda+\beta^2)$, so a steeper trial line is allowed larger vertical residuals, because it transmits more of the $x$ noise. For $\lambda=1$, $Q$ is the sum of squared perpendicular distances to the line.

The derivative with respect to $A$ vanishes when $\sum_i r_i=0$, that is, when $A=\bar y-B\bar x$. Then $r_i=(y_i-\bar y)-B(x_i-\bar x)$, and $Q=nW(B)$ with
\begin{equation}
W(B)=\frac{s_{yy}-2Bs_{xy}+B^2s_{xx}}{\lambda+B^2}.
\label{eq:W}
\end{equation}

\subsection{The Deming slope}

The quotient rule gives $W'(B)=N/(\lambda+B^2)^2$ with
\begin{align}
N&=(2Bs_{xx}-2s_{xy})(\lambda+B^2)-2B(s_{yy}-2Bs_{xy}+B^2s_{xx})\nonumber\\
&=2\left[\lambda Bs_{xx}-\lambda s_{xy}-B^2s_{xy}-Bs_{yy}+2B^2s_{xy}\right],
\end{align}
where the two terms in $B^3s_{xx}$ have cancelled. Therefore
\begin{align}
W'(B)&=\frac{2f(B)}{(\lambda+B^2)^2},\label{eq:Wprime}\\
f(B)&=s_{xy}B^2-(s_{yy}-\lambda s_{xx})B-\lambda s_{xy}.
\label{eq:f}
\end{align}
The product of the two roots of $f$ is $-\lambda$, so they have opposite signs. Take $s_{xy}>0$. Then $f$ is negative between the roots and positive outside, so $W$ falls from the negative root to the positive one and rises beyond it towards its limit $s_{xx}$ at $B\to\infty$. For $B\to-\infty$ it has the same limit and rises from there to the negative root. The positive root is thus the global minimum. Reversing the sign of $y$ covers $s_{xy}<0$. In both cases the required root has the sign of $s_{xy}$:
\begin{equation}
b=\frac{s_{yy}-\lambda s_{xx}+\sqrt{(s_{yy}-\lambda s_{xx})^2+4\lambda s_{xy}^2}}{2s_{xy}},
\qquad a=\bar y-b\bar x .
\label{eq:deming}
\end{equation}
The square root exceeds $|s_{yy}-\lambda s_{xx}|$, so the numerator is positive and the sign is as stated.

The estimate treats the tools symmetrically. Exchanging them replaces $s_{xx}\leftrightarrow s_{yy}$, $\lambda\to1/\lambda$ and $B\to1/B$. The equation $f=0$ becomes
\begin{equation}
\frac{s_{xy}}{B^2}-\left(s_{xx}-\frac{s_{yy}}{\lambda}\right)\frac1B-\frac{s_{xy}}{\lambda}=0 ,
\end{equation}
and multiplication by $-\lambda B^2$ restores \eqref{eq:f}. The fitted line does not depend on which tool is called $x$.

\subsection{Large samples: consistency and attenuation}

Gaussian noise was used to obtain \eqref{eq:deming}, but the limit of $b$ does not require it. It is enough that the independent noises have the variances \eqref{eq:noise} and, for each tool, the same distribution at all sites. From \eqref{eq:model},
\begin{align}
s_{xx}&=S+2s_{\xi\delta}+s_{\delta\delta}\to S+\sigma^2,\nonumber\\
s_{yy}&=\beta^2S+2\beta s_{\xi\varepsilon}+s_{\varepsilon\varepsilon}\to\beta^2S+\lambda\sigma^2,\label{eq:limits}\\
s_{xy}&=\beta S+\beta s_{\xi\delta}+s_{\xi\varepsilon}+s_{\delta\varepsilon}\to\beta S ,\nonumber
\end{align}
because the moments between independent quantities average to zero. In the combination $s_{yy}-\lambda s_{xx}\to(\beta^2-\lambda)S$ the noise cancels; this is where the known ratio does its work. The radicand tends to
\begin{equation}
(\beta^2-\lambda)^2S^2+4\lambda\beta^2S^2=(\beta^2+\lambda)^2S^2 ,
\end{equation}
and so
\begin{equation}
b\to\frac{(\beta^2-\lambda)S+(\beta^2+\lambda)S}{2\beta S}=\beta .
\end{equation}

Ordinary regression of $y$ on $x$ minimizes $\sum_i r_i^2$ without the denominator in \eqref{eq:Qprof}. Its slope and limit are
\begin{equation}
b_{\mathrm{o}}=\frac{s_{xy}}{s_{xx}}\to\kappa\beta,\qquad
\kappa=\frac{S}{S+\sigma^2}<1 .
\label{eq:atten}
\end{equation}
Noise in $x$ spreads the readings along the horizontal axis and enlarges $s_{xx}$, but adds nothing to the limit of $s_{xy}$. Noise in $y$ enters neither limit, so with $\delta_i=0$ the ordinary slope tends to $\beta$. The offset is biased as well:
\begin{equation}
a_{\mathrm{o}}=\bar y-b_{\mathrm{o}}\bar x\to\alpha+(1-\kappa)\beta\mu .
\label{eq:offset}
\end{equation}

The limit $\kappa\beta$ is the right coefficient for a different task, the linear prediction of a $y$ reading from an $x$ reading with least mean-square error, since that is what ordinary regression minimizes. It depends on $S$, however, and changes when the same tools are used on a set of sites with a different range of thickness. It is not a property of the tools.

The reverse regression, of $x$ on $y$, expressed as a slope of $y$ against $x$, errs in the other direction:
\begin{equation}
b_{\mathrm{r}}=\frac{s_{yy}}{s_{xy}}\to\beta+\frac{\lambda\sigma^2}{\beta S}.
\label{eq:rev}
\end{equation}
For finite data the two regressions enclose the Deming slope. Let $D=s_{xx}s_{yy}-s_{xy}^2$, which is non-negative by the Cauchy--Schwarz inequality. Substitution in \eqref{eq:f} gives
\begin{align}
f(b_{\mathrm{o}})&=\frac{s_{xy}^3}{s_{xx}^2}-\frac{s_{yy}s_{xy}}{s_{xx}}+\lambda s_{xy}-\lambda s_{xy}
=-\frac{s_{xy}D}{s_{xx}^2},\\
f(b_{\mathrm{r}})&=\frac{s_{yy}^2}{s_{xy}}-\frac{s_{yy}^2}{s_{xy}}+\frac{\lambda s_{xx}s_{yy}}{s_{xy}}-\lambda s_{xy}
=\frac{\lambda D}{s_{xy}}.
\end{align}
For $s_{xy}>0$ the first is not positive and the second not negative, while on the positive axis $f$ changes sign once, at $b$. With reflection for the other sign, $|b_{\mathrm{o}}|\le|b|\le|b_{\mathrm{r}}|$. The ends of this interval are limiting cases of \eqref{eq:f}. For $\lambda\to\infty$, division by $\lambda$ leaves $s_{xx}B-s_{xy}=0$, so $b\to b_{\mathrm{o}}$: all the noise is attributed to $y$. For $\lambda\to0$, \eqref{eq:deming} gives $b\to b_{\mathrm{r}}$: all the noise is attributed to $x$.

\subsection{Standard error and noise level}

To find the spread of $b$, evaluate \eqref{eq:xihat} and the residual at the true parameters:
\begin{equation}
\hat\xi_i=\xi_i+h_i,\qquad h_i=\frac{\lambda\delta_i+\beta\varepsilon_i}{\lambda+\beta^2},\qquad
r_i=\varepsilon_i-\beta\delta_i .
\end{equation}
Their second moments are
\begin{align}
\operatorname{Var}r_i&=\sigma^2(\lambda+\beta^2),\qquad
\operatorname{Var}h_i=\frac{\lambda^2\sigma^2+\beta^2\lambda\sigma^2}{(\lambda+\beta^2)^2}=\frac{\lambda\sigma^2}{\lambda+\beta^2},\\
\operatorname{Cov}(h_i,r_i)&=\frac{-\lambda\beta\sigma^2+\beta\lambda\sigma^2}{\lambda+\beta^2}=0 .
\end{align}
The sample moment of $\hat\xi$ and $r$ is related to $f$ by
\begin{align}
(\lambda+\beta^2)s_{\hat\xi r}&=\lambda s_{xy}-\lambda\beta s_{xx}+\beta s_{yy}-\beta^2s_{xy}\nonumber\\
&=-f(\beta).
\end{align}
By \eqref{eq:limits}, the derivative of $f$ at $\beta$ tends to
\begin{align}
f'(\beta)&=2\beta s_{xy}-s_{yy}+\lambda s_{xx}\nonumber\\
&\to2\beta^2S-\beta^2S-\lambda\sigma^2+\lambda S+\lambda\sigma^2=(\lambda+\beta^2)S .
\label{eq:fprime}
\end{align}
Expanding $0=f(b)\approx f(\beta)+f'(\beta)(b-\beta)$ then gives, to leading order in $1/\sqrt n$,
\begin{equation}
b-\beta\approx\frac{s_{\hat\xi r}}{S}=\frac{s_{\xi r}+s_{hr}}{S}.
\end{equation}
The first part has variance $S\operatorname{Var}r_i/n$. For Gaussian noise the uncorrelated $h_i$ and $r_i$ are independent, and the second part has variance $\operatorname{Var}h_i\operatorname{Var}r_i/n$ to leading order. The two parts are uncorrelated at this order, since their covariance contains $\sum_i(\xi_i-\mu)=0$. Hence
\begin{equation}
\operatorname{Var}b\approx\frac1n\left[\frac{\sigma^2(\lambda+\beta^2)}{S}+\frac{\lambda\sigma^4}{S^2}\right].
\label{eq:var}
\end{equation}
For other noise distributions the second term can change. Equation \eqref{eq:var} is the variance of the limiting normal law. It fails when $s_{xy}$, which stands in the denominator of $b$, can come close to zero, as happens when the sites span too small a range of thickness.

For $\sigma^2\ll S$ the ordinary slope has the bias $-\beta\sigma^2/S$, while the standard error is $\sigma\sqrt{(\lambda+\beta^2)/(nS)}$. They are equal in size at
\begin{equation}
n\approx\frac{(\lambda+\beta^2)S}{\beta^2\sigma^2}.
\end{equation}
Beyond this number of sites, attenuation dominates even for good tools, because the statistical error shrinks with $n$ and the bias does not.

The noise level follows from the minimum of $W$. At the true slope, $nW(\beta)=ns_{rr}/(\lambda+\beta^2)$ has mean $(n-1)\sigma^2$. Since $f(b)=0$, \eqref{eq:Wprime} and \eqref{eq:fprime} give $W''(b)\approx2S/(\lambda+\beta^2)$, and minimization lowers $nW$ on average by
\begin{equation}
\frac{nS}{\lambda+\beta^2}\operatorname{Var}b\approx\sigma^2\left[1+\frac{\lambda\sigma^2}{(\lambda+\beta^2)S}\right].
\end{equation}
When the last term is small, the mean of $nW(b)$ is close to $(n-2)\sigma^2$, which suggests
\begin{equation}
\hat\sigma^2=\frac{nW(b)}{n-2}.
\label{eq:sig}
\end{equation}
Maximizing \eqref{eq:like} over $\sigma^2$ gives instead $Q/(2n)=W(b)/2$, which tends to $\sigma^2/2$. The $n$ fitted true values absorb half of the $2n$ readings, and their number grows with the data, so this factor persists.

\subsection{An incorrect noise ratio}

Suppose $\lambda'$ is used in place of the true $\lambda$. In the large-sample limit the slope solves
\begin{equation}
F=\beta SB^2-\left[\beta^2S+\lambda\sigma^2-\lambda'(S+\sigma^2)\right]B-\lambda'\beta S=0 .
\label{eq:wrong}
\end{equation}
At $B=\beta$ and $\lambda'=\lambda$, $\partial F/\partial\lambda'=(S+\sigma^2)\beta-\beta S=\sigma^2\beta$, and $\partial F/\partial B=(\lambda+\beta^2)S$ as in \eqref{eq:fprime}. Implicit differentiation gives
\begin{equation}
\left.\frac{dB}{d\lambda'}\right|_{\lambda'=\lambda}=-\frac{\sigma^2\beta}{(\lambda+\beta^2)S}.
\label{eq:sens}
\end{equation}
Too large a ratio pulls the slope towards the attenuated value. The variances in \eqref{eq:noise} must include every error that varies from site to site. If tool $y$ also responds to a second film property that varies independently of thickness, repeated readings at one site miss that contribution; the ratio taken from them is too small, and for $\beta>0$ the slope comes out too large. If the errors of the two tools are correlated, $s_{xy}$ acquires an extra term and \eqref{eq:deming} is no longer consistent in general.

\subsection{Worked example}

Take round model parameters for two film-thickness tools: $\beta=1.1$, $\alpha=-1.5$ nm, equally spaced true values with $\mu=20$ nm and $S=1$ nm$^2$, and noise of 0.5 nm in $x$ and 0.25 nm in $y$. Then $\sigma^2=0.25$ nm$^2$ and $\lambda=0.0625/0.25=0.25$. The large-sample limits are
\begin{align}
\kappa&=\frac{1}{1.25}=0.8,\qquad b_{\mathrm{o}}\to0.8\times1.1=0.88,\nonumber\\
b_{\mathrm{r}}&\to1.1+\frac{0.0625}{1.1}=1.157,\qquad
a_{\mathrm{o}}\to-1.5+0.2\times1.1\times20=2.9\ \text{nm}.
\end{align}
Tool $y$ is 10\,\% more sensitive than tool $x$, yet ordinary regression tends to a slope 12\,\% below unity and an offset of the wrong sign.

One simulated set of $n=50$ sites has $s_{xx}=1.08657$, $s_{yy}=1.24884$ and $s_{xy}=1.02388$ nm$^2$. Thus $s_{yy}-\lambda s_{xx}=0.97720$ nm$^2$, and
\begin{equation}
b=\frac{0.97720+\sqrt{0.97720^2+1.02388^2}}{2\times1.02388}
=\frac{0.97720+1.41536}{2.04776}=1.168,
\end{equation}
where $4\lambda=1$ was used. A direct least-squares fit of all 50 true values, the offset and the slope gives the same result. The ordinary slope is $1.02388/1.08657=0.942$ and the reverse slope $1.24884/1.02388=1.220$; they enclose $b$.

The minimum $W(b)=0.21025$ nm$^2$ gives $\hat\sigma^2=50\times0.21025/48=0.2190$ nm$^2$, or a noise of 0.468 nm in $x$. By \eqref{eq:limits}, $S$ is estimated by $s_{xy}/b=0.876$ nm$^2$. Equation \eqref{eq:var} then yields the standard error
\begin{equation}
\left\{\frac1{50}\left[\frac{0.2190(0.25+1.168^2)}{0.876}+\frac{0.25\times0.2190^2}{0.876^2}\right]\right\}^{1/2}=0.092 .
\end{equation}
The estimate $1.17\pm0.09$ lies 0.7 standard errors above the true slope. It also lies 1.8 standard errors above unity, so these 50 sites alone give only moderate evidence that the sensitivities differ. The offset is $-2.84$ nm, 1.34 nm below the true one. The slope error of 0.068, carried over the 20 nm from the data to $x=0$, by itself shifts the offset by about $-1.4$ nm and so accounts for this difference; an offset quoted at zero thickness says little about agreement within the measured range.

In 20\,000 simulated experiments with 50 sites, the median Deming slope is 1.100 and the median ordinary slope 0.886. The half-width of the central 68.27\,\% interval of the Deming slope is 0.088, against 0.087 from \eqref{eq:var}. The ordinary slope has the smaller half-width, 0.061, but is concentrated about the wrong value. With 400 sites its half-width falls to 0.0215 while its median, 0.881, stays close to the attenuated limit 0.88: more data make the wrong answer more precise. At 400 sites the mean of $\hat\sigma^2$ is 0.250 nm$^2$, and that of the maximum-likelihood value 0.124 nm$^2$, half the true variance apart from the factor $(n-2)/n$.

If equal noise is assumed, $\lambda'=1$, \eqref{eq:wrong} becomes $1.1B^2-0.0225B-1.1=0$ with the root 1.010. In large samples the tools would then appear almost matched, and measuring still more sites with the same spread of thickness would not remove the error from the fitted slope. The local sensitivity \eqref{eq:sens} is $-0.275/1.46=-0.188$, and multiplied by the error of 0.75 in the ratio it predicts a shift of $-0.141$ instead of the actual $-0.090$. The linear formula serves for small errors in $\lambda$; for large ones \eqref{eq:wrong} should be solved. The numerical output lists the simulated values used here.

\section*{Calculated quantities}
\begin{verbatim}
true slope beta = 1.1000 (dimensionless)
true offset alpha = -1.5000 nm
mean true thickness = 20.0000 nm
variance of true thickness S = 1.0000 nm^2
noise of tool x = 0.5000 nm, of tool y = 0.2500 nm
noise variance of x = 0.2500 nm^2, ratio lambda = 0.2500
attenuation factor kappa = 0.8000
limits: ordinary slope 0.8800, reverse 1.1568
limit of ordinary offset = 2.9000 nm
--- one simulated data set, sites n = 50
mean x = 20.00569 nm, mean y = 20.53663 nm
sxx = 1.08657, syy = 1.24884, sxy = 1.02388 nm^2
syy - lambda*sxx = 0.97720 nm^2
square root in slope formula = 1.41536 nm^2
Deming slope = 1.1684, from full fit = 1.1684
ordinary slope = 0.9423, reverse slope = 1.2197
Deming offset = -2.8376 nm, ordinary offset = 1.6852 nm
minimum W = 0.21025 nm^2
estimated noise variance of x = 0.21901 nm^2
estimated noise of x = 0.4680 nm
estimated S = 0.8763 nm^2
estimated standard error of Deming slope = 0.0916
--- one large data set, uniform noise, n = 1000000
Deming 1.0996, ordinary 0.8804, reverse 1.1563
ordinary slope with noise in y only = 1.1001
--- 20000 simulated experiments, n = 50
median slope: Deming 1.0996, ordinary 0.8862
Deming spread (68.27 % half-width) = 0.0877, formula 0.0872
ordinary spread (68.27 % half-width) = 0.0611
mean of n*W/(n-2) = 0.2501 nm^2, of W/2 = 0.1200 nm^2
--- 20000 simulated experiments, n = 400
median slope: Deming 1.1002, ordinary 0.8809
Deming spread (68.27 % half-width) = 0.0310, formula 0.0308
ordinary spread (68.27 % half-width) = 0.0215
mean of n*W/(n-2) = 0.2499 nm^2, of W/2 = 0.1243 nm^2
--- wrong noise ratio, large-sample limit
d(slope)/d(lambda): numeric -0.1884, formula -0.1884
slope if equal noise is assumed = 1.0103
\end{verbatim}
